# Threshold Shift from Fixed Charge in a Gate Insulator, part 2

A fixed charge density \(\rho(x)\) in the gate insulator of a thin-film transistor shifts the threshold voltage \(V_T\). For an insulator of thickness \(d\) and uniform permittivity \(\varepsilon\),

\[
\Delta V_T=-\frac{1}{\varepsilon}\int_0^{d}x\,\rho(x)\,dx=-\frac{1}{C_i}\int_0^{d}\frac{x}{d}\,\rho(x)\,dx,\qquad C_i=\frac{\varepsilon}{d}, \tag{1}
\]

where \(x\) is measured from the gate and \(C_i\) is the insulator capacitance per unit area. This assumes charge uniform in the plane, an ideal metal gate with unaltered work function, and an unchanged film. What follows relaxes some of these conditions and tests (1) on a calculated example.

The gate occupies \(x<0\) and the film \(d<x<d+t\). The potential \(\varphi\) is referred to the grounded source; positive displacement \(D\) points from gate to film. Threshold is the gate voltage \(V_G\) at which the film holds a chosen number \(N_s\) of free electrons per unit area. This fixes \(\varphi(d)\) and the displacement \(D_{th}\) entering the film, whose net charge per unit area is \(Q_f\):

\[
D_{th}=-Q_f. \tag{6}
\]

With \(V_0\) a constant containing the gate–film work-function difference,

\[
V_T=V_0+\varphi(d)+\frac{D_{th}\,d}{\varepsilon}-\frac{1}{\varepsilon}\int_0^{d}x\,\rho(x)\,dx. \tag{12}
\]

The whole curve is displaced without change of shape:

\[
N_s(V_G;\rho)=N_s(V_G-\Delta V_T;0). \tag{13}
\]

For a sheet of charge \(\sigma\) per unit area at \(x_0\),

\[
\Delta V_T=-\frac{\sigma x_0}{\varepsilon}=-\frac{\sigma}{C_i}\,\frac{x_0}{d}. \tag{14}
\]

The gate surface charge \(\sigma_G\) and total insulator charge \(Q_i\), per unit area, obey

\[
\sigma_G=D_{th}-Q_i,\qquad Q_i=\int_0^{d}\rho(x)\,dx. \tag{15}
\]

For charges \(\sigma\) and \(-\sigma\) with centroids \(\bar x_+\) and \(\bar x_-\),

\[
\Delta V_T=-\frac{\sigma(\bar x_+-\bar x_-)}{\varepsilon}. \tag{18}
\]

If the permittivity varies with depth,

\[
\Delta V_T=-\int_0^{d}\frac{dx}{\varepsilon(x)}\int_x^{d}dx'\,\rho(x')=-\int_0^{d}S(x')\rho(x')\,dx',\qquad S(x')=\int_0^{x'}\frac{dx}{\varepsilon(x)}. \tag{20}
\]

The example has \(d=100\) nm, relative permittivity 3.9 and \(\sigma/q=5\times10^{11}\ \mathrm{cm^{-2}}\), where \(q\) is the elementary charge. A sheet at the channel gives a shift of magnitude

\[
V_\sigma=\frac{\sigma}{C_i}=\frac{(1.602\times10^{-19}\ \mathrm C)(5\times10^{11}\ \mathrm{cm^{-2}})}{34.53\times10^{-9}\ \mathrm{F/cm^2}}=2.320\ \mathrm V. \tag{21}
\]

In the layered variant, the 50 nm nearest the channel have relative permittivity 7.0. The symbols \(\varepsilon_0\), \(k_B\) and \(\hbar\) have their usual meanings.

### Charge that follows the gate bias

Electron states at the channel interface exchange charge with the film during a gate sweep. As a simple model, let their density be \(D_{it}\) per unit area and energy, let them be neutral at \(\varphi(d)=0\), and let them fill in proportion to the interface potential. Their charge is \(\sigma_s=-qD_{it}\varphi(d)\), where \(D_{it}\) is given per eV and \(\varphi\) in volts. At a chosen \(N_s\) this charge has a definite value and lies at \(x=d\), so (14) gives

\[
\Delta V(N_s)=+\frac{qD_{it}\,\varphi(d)}{C_i}. \tag{23}
\]

The shift now depends on \(N_s\) through \(\varphi(d)\), and the transfer curve is stretched. The shift is zero where \(\varphi(d)=0\) and negative at lower electron densities. With \(D_{it}=10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}\) and the film described below, \(\varphi(d)\) is 0.025 V at \(N_s=10^{10}\ \mathrm{cm^{-2}}\) and 0.211 V at \(10^{12}\ \mathrm{cm^{-2}}\). The added shifts are 12 mV and 98 mV. These values treat the electrons classically. Fermi statistics and quantum confinement in the film would raise the potential at the higher density by about 0.03 V and the shift there by 13 to 15 mV, the lower value for a finite barrier of about 3 eV at the insulator and the higher for a hard wall. Such states are outside the scope of (1), because no single shift applies to the whole curve.

### A gate with a finite screening length

In a real metal the surface charge occupies a layer of finite thickness. In the simple model used here this layer lies just behind the surface, which gives a small effect even to a sheet that touches the gate.

Treat the metal as a free-electron gas of density \(n\) and Fermi energy \(E_F\), and let \(w=\varphi-\varphi_m\) be the departure of the potential from its value \(\varphi_m\) deep in the metal. Since \(n\propto E_F^{3/2}\), a small change \(qw\) in the local kinetic energy at the Fermi level changes the electron density by \(\delta n=3nqw/(2E_F)\). The charge density is \(-q\,\delta n\), and Poisson's equation becomes

\[
\frac{d^2w}{dx^2}=\frac{w}{\lambda^2},\qquad \lambda^2=\frac{2\varepsilon_0E_F}{3nq^2}. \tag{24}
\]

The solution that vanishes deep in the metal is \(w=w_0e^{x/\lambda}\) for \(x<0\). The displacement just inside the metal surface is \(D(0^-)=-\varepsilon_0w_0/\lambda\), so the additional voltage between the bulk of the gate and its surface is

\[
\varphi_m-\varphi(0)=-w_0=\frac{\lambda}{\varepsilon_0}D(0^-). \tag{25}
\]

At a fixed film state, \(D(0^-)\) changes by \(-Q_i\), where \(Q_i\) includes any sheet on the gate surface. Hence

\[
\Delta V_T=-\frac1\varepsilon\int_0^d x\rho\,dx-\frac{\lambda Q_i}{\varepsilon_0}. \tag{26}
\]

For gold, with a rough electron density of \(5.9\times10^{22}\ \mathrm{cm^{-3}}\), the screening length is 0.059 nm. The sheet of (21), placed in contact with the gate, gives

\[
-V_\sigma\,\frac{3.9\,\lambda}{d}=-2.320\times\frac{3.9\times0.0587}{100}\ \mathrm V=-5.3\ \mathrm{mV}. \tag{27}
\]

A Poisson solution that resolves the screening layer gives the same value. Since \(\lambda\) is shorter than the spacing between atoms, the continuum model supplies at most an order of magnitude. It also leaves out the electrons that spill beyond the surface of a real metal. They can place the screening charge in front of the surface, and the correction then has the opposite sign. Charge bound to the metal surface may also alter the work function, which would change \(V_0\) and is excluded from (1).

### An oxide transistor after illumination stress

Consider a transistor with a film of amorphous In-Ga-Zn-O, an insulator of silicon dioxide and a gate of gold. The insulator is that of (21). The film is 40 nm thick, with relative permittivity 10 and donor density \(N_D=10^{15}\ \mathrm{cm^{-3}}\). Threshold is set at \(N_s=10^{10}\ \mathrm{cm^{-2}}\), and \(V_0\) is set to zero. These are rough values chosen for the calculation.

Under negative gate bias and illumination, holes generated in the film are drawn towards the insulator, where some may be trapped. Let the trapped holes number \(N=5\times10^{11}\ \mathrm{cm^{-2}}\), with a density that decays away from the channel over a length \(\ell=5\) nm. Let an equal number of trapped electrons lie near the gate with the same decay length:

\[
\rho(x)=\frac{qN}{\ell\,(1-e^{-d/\ell})}\left[e^{-(d-x)/\ell}-e^{-x/\ell}\right]. \tag{28}
\]

The net charge is zero. The mean distance of the holes from the channel is

\[
\bar s=\frac{\int_0^d s\,e^{-s/\ell}ds}{\int_0^d e^{-s/\ell}ds}=\ell-\frac{d\,e^{-d/\ell}}{1-e^{-d/\ell}}. \tag{29}
\]

With \(d/\ell=20\) the last term is negligible. The hole centroid is 95.00 nm from the gate, and by symmetry the electron centroid is 5.00 nm from it. The contributions are

\[
\Delta V_h=-2.320\times0.95=-2.204\ \mathrm V,\qquad \Delta V_e=+2.320\times0.05=+0.116\ \mathrm V, \tag{30}
\]

and their sum is \(-2.088\) V. The electrons cancel the whole of the hole charge but only about 5% of the hole shift.

These values can be compared with a numerical solution that makes no use of the moment. Poisson's equation is solved through the insulator and the film, with film charge \(qN_D(1-e^{q\varphi/k_BT})\) at \(T=300\) K, and the gate voltage is adjusted until \(N_s\) reaches its threshold value. Without insulator charge the threshold is 0.053 V. For positive sheets of \(5\times10^{11}\ \mathrm{cm^{-2}}\) the results are:

| Position (nm) | Equation (14) (V) | Poisson solution (V) |
|---:|---:|---:|
| 1 | −0.023 | −0.023 |
| 10 | −0.232 | −0.232 |
| 50 | −1.160 | −1.160 |
| 100 | −2.320 | −2.320 |

In all four cases the gate charge changes by minus the sheet charge, as (15) requires.

For the distribution (28) the numerical shift is \(-2.0884\) V and the formula gives \(-2.0879\) V. The difference comes from placing the charge on a mesh of spacing \(a=0.25\) nm. The leading error of the trapezoidal rule for an integral of \(f\) is \((a^2/12)[f'(d)-f'(0)]\). For the hole moment, \(f=x\rho\) and \(f'(d)=(1+d/\ell)\rho(d)=21\rho(d)\), while \(f'(0)\) is negligible. With \(\rho(d)\simeq qN/\ell\), the error relative to the moment \(95\,qN\), lengths being in nm, is \((0.25^2/12)\times21/(5\times95)=2.3\times10^{-4}\), or 0.5 mV.

The numerical shift is \(-2.088\) V at each of the sheet densities \(10^{10}\), \(10^{11}\) and \(10^{12}\ \mathrm{cm^{-2}}\). Adding to the film a tail-state charge \(qN_t(1-e^{\varphi/0.06\,\mathrm V})\), with \(N_t=10^{16}\ \mathrm{cm^{-3}}\), raises the charge-free threshold to 0.147 V but leaves the shift at \(-2.088\) V. Raising the temperature to 333 K, without tail states and with the other parameters unchanged, also leaves the shift at \(-2.088\) V. This is the independence from the film model found in (12).

### How far the fixed-charge model reaches

The weakest assumption in this example is that the holes stay trapped while the threshold is measured. An electron from the channel can tunnel to a hole at distance \(s\). For a barrier \(W\) and effective mass \(m\), the tunnelling probability falls as \(e^{-2\kappa s}\), with \(\kappa=\sqrt{2mW}/\hbar\). If \(\tau_0\) is the attempt time, holes are neutralized within a time \(t_w\) out to about

\[
s_w=\frac{1}{2\kappa}\ln\frac{t_w}{\tau_0}. \tag{31}
\]

With \(W=3\) eV, \(m=0.42\) electron masses, \(\tau_0=10^{-13}\) s and a wait of 100 s, \(s_w=3.0\) nm. The fraction of holes beyond this distance is \(e^{-3.0/5}\simeq0.55\), and their centroid is 92 nm from the gate. The hole shift falls from \(-2.2\) V to about \(-1.2\) V. This is a rough estimate, and a longer attempt time would shorten the reach. Equation (1) still applies at each moment to the charge then present.

Trapped charges are also discrete. Place the holes at random in a plane at distance \(\ell\) from the channel. Let \(v(r)\) be the potential that one hole and its image in the gate produce at lateral distance \(r\) in the channel plane. For independent positions the variances add, giving \(N\int_0^\infty v^2\,2\pi r\,dr\). With

\[
v(r)=\frac{q}{4\pi\bar\varepsilon}\left[\frac{1}{\sqrt{r^2+\ell^2}}-\frac{1}{\sqrt{r^2+(2d-\ell)^2}}\right], \tag{32}
\]

and \(\bar\varepsilon\) the mean of the insulator and film permittivities, the rms fluctuation is about 56 mV. The estimate treats the surroundings as a single medium and ignores screening by the channel electrons. With vacuum behind the 40 nm film, the unscreened value rises to about 78 mV. Linear screening by the electrons present at threshold lowers it again to roughly 56 mV, and at \(N_s=10^{12}\ \mathrm{cm^{-2}}\) to about 11 mV. These values hold for holes in a single plane. With the depth profile of (28), which places some holes much closer to the channel, they become about 63 mV at threshold and 20 to 30 mV at the higher density. The value at threshold exceeds the thermal voltage of 26 mV, so linear screening is only a rough guide there. The current may then be uneven in the plane, and the curve may change shape in a way that (13) does not describe.

Other effects are smaller here. If the whole of a \(-20\) V stress falls across the insulator, the mean field has magnitude 2.0 MV/cm. Averaged over the plane, the trapped charge changes the field by at most \(qN/\varepsilon=0.23\) MV/cm, and the sum is well below a rough breakdown field of 10 MV/cm. Within a few nanometres of a single trapped hole the change is larger. For tunnelling from the gate through a triangular barrier of 4 eV with mass 0.42, the zero-temperature field-emission formula gives a current density of order \(10^{-62}\ \mathrm{A/cm^2}\) at the summed field of 2.23 MV/cm. This is an upper bound: with the charge (28) the field at the gate is only about 1.8 MV/cm, where the current density is some seventeen orders of magnitude smaller. At 300 K thermally excited electrons raise it by more than ten orders of magnitude, but it remains negligible. The electrons near the gate therefore cannot have been injected by this route. Their presence is simply assumed here; they might, for example, be left from processing. The ratio of insulator thickness to a channel length of 10 µm is 0.01, which favours the one-dimensional treatment away from the contacts.

The peak electron density is \(2.6\times10^{15}\ \mathrm{cm^{-3}}\) at threshold, far below the band density of states of \(5.0\times10^{18}\ \mathrm{cm^{-3}}\) for an electron mass of 0.34. At \(N_s=10^{12}\ \mathrm{cm^{-2}}\) the model gives \(3.5\times10^{18}\ \mathrm{cm^{-3}}\), where the exponential law for the electrons is no longer accurate. Quantum confinement, also left out, would roughly halve this peak. Both effects alter the curve but not its displacement by fixed charge.

In real In-Ga-Zn-O transistors, stress by negative bias and light can produce negative shifts of some volts, so the model result has a realistic size. The donor density used here is on the low side, and the equal population of electrons near the gate was chosen to illustrate (18) rather than to represent a typical device. Real stress may also create donors inside the film, which breaks the assumption that the film is unchanged. If their density rises by \(\Delta N_D\), then at fixed \(N_s\) equation (6) changes \(D_{th}\) by \(-q\,\Delta N_D\,t\), and the insulator voltage changes by \(-q\,\Delta N_D\,t/C_i\). For \(\Delta N_D=10^{17}\ \mathrm{cm^{-3}}\) in the 40 nm film, this is \(4\times10^{11}\) charges per \(\mathrm{cm^2}\) and \(-1.9\) V. At the threshold density used here, the change in \(\varphi(d)\) adds about \(-0.1\) V. A shift of about \(-2\) V does not by itself show whether the charge lies in the insulator or in the film. Most of the values used in this half are collected in the numerical output that follows.

## Calculated quantities

```
Insulator thickness 100 nm, relative permittivity 3.9
Film thickness 40 nm, relative permittivity 10
Film donor density 1.0e+15 cm^-3, T 300 K
Threshold electron sheet density 1.0e+10 cm^-2
Insulator capacitance 34.53 nF/cm^2
Trapped holes = trapped electrons = 5.0e+11 cm^-2
Decay length of both profiles 5.0 nm
Threshold without insulator charge 0.0529 V
Positive sheet of the trapped density: position, Poisson shift,
  and change of gate charge divided by sheet charge
      1 nm   -0.0232 V  -1.0000
     10 nm   -0.2320 V  -1.0000
     50 nm   -1.1599 V  -1.0000
    100 nm   -2.3199 V  -1.0000
Hole centroid from gate 95.00 nm
Electron centroid from gate 5.00 nm
Shift, holes: formula -2.2039 V, Poisson -2.2044 V
Shift, electrons: formula 0.1160 V, Poisson 0.1160 V
Shift, both: formula -2.0879 V, Poisson -2.0884 V
Both charges at other levels: sheet density, Poisson shift
  1e+10 cm^-2  -2.0884 V
  1e+11 cm^-2  -2.0884 V
  1e+12 cm^-2  -2.0884 V
With tail states: threshold 0.1466 V, shift -2.0884 V
At 333 K: threshold 0.0555 V, shift -2.0884 V
Layered insulator, channel half permittivity 7.0
  sheet at 50 nm: Poisson -1.1599 V, layer formula -1.1599 V
  sheet at 50 nm: plain x/d rule -0.9031 V
  sheet at 75 nm: Poisson -1.4831 V, layer formula -1.4831 V
Interface states 1e+11 cm^-2 eV^-1: sheet density,
  surface potential, added shift
  1e+10 cm^-2  0.0251 V  0.0116 V
  1e+11 cm^-2  0.1013 V  0.0470 V
  1e+12 cm^-2  0.2110 V  0.0979 V
Gold: electron density 5.9e+22 cm^-3 (rough), screening length 0.0587 nm
Sheet touching gold: Poisson -5.31 mV, formula -5.31 mV
Stress -20 V: mean field 2.00 MV/cm, charge adds at most 0.23 MV/cm
Rough breakdown field 10 MV/cm
Gate tunnelling, barrier 4 eV, mass 0.42: log10 of current in A/cm^2 -62
Hole neutralisation: barrier 3 eV, mass 0.42, wait 100 s, attempt time 1e-13 s
  reach 3.00 nm, holes left 0.548, hole shift left -1.171 V
Channel potential ripple from discrete holes 56 mV rms
Band density of states, mass 0.34: 5.0e+18 cm^-3
Peak electron density: 2.6e+15 cm^-3 at threshold, 3.5e+18 cm^-3 at top level
Insulator thickness / channel length (10 um): 0.010
```
